# Elastic misfit energy and size-driven segregation at a compliant boundary

Suppose that an oversized dopant loses all its elastic misfit energy when it reaches a boundary. For antimony in silicon the model below gives a misfit energy of 0.69 eV. At 723 K, where $k_BT=0.0623$ eV, the enrichment factor would be $e^{0.687/0.0623}\approx6\times10^4$. The same reasoning would attract an equally undersized atom just as strongly, since misfit energy is quadratic in the misfit. Both conclusions fail in the example worked below. A compliant neighbour removes part of the energy, whatever the sign of the misfit. In linear elasticity, a preference for large atoms needs something more, such as open volume at the boundary site.

## The atom in the bulk

Let the site be a sphere of radius $r_0$ and volume $V$ in an isotropic, linear elastic host with bulk modulus $K$ and shear modulus $G$. The solute is a sphere with the host's elastic constants whose free volume is $V+\Delta V$. After insertion the site has grown by $\delta$, and the solute remains compressed by $\Delta V-\delta$.

Outside the sphere the displacement is radial, $u=\delta/(4\pi r^2)$. Its flux through every concentric sphere is $\delta$, so it has no dilatation. It is also the gradient of a harmonic function, and therefore satisfies elastic equilibrium. The strains are

$$e_{rr}=-\frac{2\delta}{4\pi r^3},\qquad e_{\theta\theta}=e_{\phi\phi}=\frac{\delta}{4\pi r^3}.$$

With zero dilatation the energy density is $G(e_{rr}^2+2e_{\theta\theta}^2)$, and the host stores

$$\int_{r_0}^{\infty}6G\left(\frac{\delta}{4\pi r^3}\right)^2 4\pi r^2dr=\frac{G\delta^2}{2\pi r_0^3}=\frac12\,\frac{4G}{3V}\,\delta^2 .$$

The solute stores $K(\Delta V-\delta)^2/(2V)$. Minimising the sum over $\delta$ equates the two pressures:

$$p=\frac{K(\Delta V-\delta)}{V}=\frac{4G\delta}{3V}.$$

Sphere and host are springs in series. Adding $\Delta V-\delta=pV/K$ and $\delta=3pV/(4G)$ gives $p=M\Delta V/V$. The energy is $\tfrac12p(\Delta V-\delta)+\tfrac12p\delta=\tfrac12p\Delta V$, so

$$E=\frac{M(G)\,\Delta V^2}{2V},\qquad \frac1M=\frac1K+\frac{3}{4G},\qquad M=\frac{4KG}{3K+4G}.$$

## What a compliant neighbour removes

Now let a flat, bonded boundary pass through the centre of the site. Outside the solute, one half-space has shear modulus $G_1$ (silicon) and the other $G_2$. The energy is still quadratic in $\Delta V$; call its modulus $M_b$. The exact field is complicated, but two trial fields enclose $M_b$.

The true displacement minimises the elastic energy, so any continuous trial displacement gives an upper bound. Take the bulk field again. By symmetry each half-space holds half of its shear energy, so $G$ is replaced by the mean $G_a=(G_1+G_2)/2$. Minimising over $\delta$ as before gives $M_b\le M(G_a)$. If the interface can slip, more displacements are allowed and the minimum can only fall, so this bound survives.

For the other side, let $e^*$ be the solute's stress-free strain, $\Delta V/(3V)$ along each axis, and let $C$ and $S$ be the stiffness and compliance. For any stress $\sigma$ and elastic strain $\varepsilon=e-e^*$,

$$\tfrac12\,\varepsilon C\varepsilon\ \ge\ \sigma\varepsilon-\tfrac12\,\sigma S\sigma ,$$

because the difference is the square $\tfrac12(\varepsilon-S\sigma)C(\varepsilon-S\sigma)$. If $\sigma$ is in equilibrium without external load, virtual work makes $\int\sigma e\,dV$ vanish. Hence

$$E\ge-\int\sigma e^*\,dV-\tfrac12\int\sigma S\sigma\,dV .$$

Take the bulk stress as trial: pressure $p$ inside, and outside $\sigma_{rr}=-p(r_0/r)^3$, $\sigma_{\theta\theta}=\sigma_{\phi\phi}=\tfrac12p(r_0/r)^3$. Its tractions are continuous across the plane. Being traceless outside, it stores the density

$$\frac{\sigma_{rr}^2+2\sigma_{\theta\theta}^2}{4G}=\frac{3p^2}{8G}\left(\frac{r_0}{r}\right)^6 .$$

Since $\int_{r_0}^\infty(r_0/r)^6\,4\pi r^2dr=V$, a uniform host would store $3p^2V/(8G)$. With two half-spaces $1/G$ is averaged, $1/G_h=\tfrac12(1/G_1+1/G_2)$, and

$$E\ge p\,\Delta V-\frac{p^2V}{2}\left(\frac1K+\frac{3}{4G_h}\right).$$

The best $p$ is $M(G_h)\Delta V/V$. Together,

$$M(G_h)\le M_b\le M(G_a).$$

The neighbour's bulk modulus does not enter these bounds. The lower bound also survives frictionless slip, because the trial stress puts no shear traction on the plane and so does no work in sliding. It need not hold if the interface can open.

Since $M$ increases with $G$, a softer neighbour lowers the energy and a stiffer one raises it. If the neighbour is empty space, $G_a=G_1/2$, and the removed fraction is at least

$$1-\frac{M(G_1/2)}{M(G_1)}=1-\frac{3K+4G_1}{2(3K+2G_1)}=\frac{3K}{2(3K+2G_1)} .$$

For $K=98$ GPa and $G_1=66$ GPa this is $294/852=0.35$. The lower bound on $M_b$ is then zero and sets no useful ceiling on the removed energy.

## Why large atoms are preferred

Let the boundary site have a stress-free volume $V+v$, with $v>0$. A host atom there has misfit $-v$, and the solute has misfit $\Delta V-v$. Segregation exchanges the two atoms, so the host atom's energy must be counted too. With $M_1=M(G_1)$, the elastic energy before minus that after is

$$W=\frac{M_1\Delta V^2}{2V}+\frac{M_bv^2}{2V}-\frac{M_b(\Delta V-v)^2}{2V}.$$

Expanding the last square cancels $v^2$:

$$W=\frac{(M_1-M_b)\Delta V^2}{2V}+\frac{M_b\,\Delta V\,v}{V}.$$

Positive $W$ means attraction. The first term, from compliance, is even in $\Delta V$. The second is odd: it attracts oversized atoms and repels undersized ones. When $v=\Delta V$ the solute fits without strain, and $W=(M_1+M_b)\Delta V^2/(2V)$. This exceeds the solute's bulk misfit energy, because the exchange also relieves the host atom that was stretched in the open site.

## How far the boundary reaches

The pull on an atom at depth $d>r_0$ follows from the field outside it, $\mathbf u=A\mathbf R/R^3$, where $4\pi A=\delta$. From the bulk solution $\delta=3K\Delta V/(3K+4G_1)$. Inserting $K=2G_1(1+\nu)/[3(1-2\nu)]$, with $\nu$ silicon's Poisson ratio,

$$A=\frac{(1+\nu)\Delta V}{12\pi(1-\nu)} .$$

Let silicon fill $z>0$. Since $\mathbf u=-A\nabla(1/R)$ and

$$\frac1R=\int\frac{d^2k}{(2\pi)^2}\,\frac{2\pi}{k}\,e^{i\mathbf k\cdot\mathbf x-k|z-d|},$$

each in-plane wave, with $x$ along $\mathbf k$, reaches the boundary as $(u_x,u_z)=a(i,1)e^{kz}$, where $a=-2\pi Ae^{-kd}$. Its traction $(\sigma_{xz},\sigma_{zz})$ at $z=0$ is $2G_1k\,a(i,1)$.

In the neighbour try $aB(i,1)e^{kz}$, with traction $2G_2k\,aB(i,1)$. In silicon add the image wave, with $m=3-4\nu$,

$$ab\left(i\left[1-\frac{2kz}{m}\right],\ 1+\frac{2kz}{m}\right)e^{-kz}.$$

Its dilatation is $-4(1-2\nu)(k/m)\,ab\,e^{-kz}$. In the equilibrium equation $\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)/(1-2\nu)=0$ the first term is $(4k^2/m)\,ab\,(i,-1)e^{-kz}$ and the second is its negative. At the surface the displacement is $ab(i,1)$, and Hooke's law gives the traction $-(2G_1k/m)\,ab(i,1)$. Continuity therefore reduces to two equations:

$$1+b=B,\qquad G_1\left(1-\frac bm\right)=G_2B .$$

Eliminating $B$,

$$b=m\chi,\qquad \chi=\frac{G_1-G_2}{G_1+(3-4\nu)G_2}.$$

The neighbour's Poisson ratio has dropped out because its wave has no dilatation. The image dilatation at the solute is

$$\int_0^\infty\frac{k\,dk}{2\pi}\,8\pi A\chi(1-2\nu)k\,e^{-2kd}=\frac{(1-2\nu)A\chi}{d^3},$$

using $\int_0^\infty k^2e^{-2kd}dk=1/(4d^3)$. It lowers the solute's pressure by $K$ times this amount. Since $E=\tfrac12p\Delta V$,

$$E_{\rm im}=-\frac{\chi(1+\nu)^2G_1\Delta V^2}{36\pi(1-\nu)d^3}.$$

The image dilatation is a sum of harmonic waves, so its mean over the sphere equals its value at the centre, and the law holds as long as the whole sphere lies in silicon. The divergence at $d\to0$ is not physical: for $d<r_0$ the sphere crosses the boundary and the derivation no longer applies. At $d=0$ the bounds on $M_b$ apply instead.

## Antimony at a silicide contact

Take rough values for silicon next to a nickel-silicide-like layer: $K=98$, $G_1=66$ and $G_2=50$ GPa. Rough tetrahedral radii of 0.117 nm for silicon and 0.136 nm for antimony give a linear misfit of 0.162. With the volume per silicon atom, $V=0.0200$ nm³, the linear rule gives $\Delta V=3(0.162)V=0.00975$ nm³. The open volume is an assumption, $v=0.10\,V$.

With $M_1=46.4$ GPa and 1 GPa nm³ $=6.24$ eV, the bulk energy is

$$E=\frac{46.4\times0.00975^2}{2\times0.0200}\times6.24\approx0.69\ \text{eV}\quad(66\ \text{kJ/mol}).$$

The bounds on $M_b$ are 42.8 and 43.2 GPa; a finite-element solution of the sphere between the two media gives 42.9 GPa. Compliance thus removes 0.051 eV, or 7% of the misfit energy. The open volume contributes $42.9\times0.00975\times0.10\times6.24=0.26$ eV. The total is $W=0.31$ eV (30 kJ/mol). For an equally undersized atom it is $0.05-0.26=-0.21$ eV, a repulsion. The two terms cancel for an undersized atom at $v=\tfrac12(M_1/M_b-1)|\Delta V|\approx0.0004$ nm³, about 2% of $V$; with less open volume, this boundary would attract both kinds.

Compliance matters more beside a much softer medium. With the neighbour's bulk modulus held at 160 GPa, the finite-element fraction removed rises from 0.07 at $G_2=50$ GPa to 0.26 at 25 GPa and 0.56 at 5 GPa.

The pull is short-ranged. For the silicide $\chi=0.094$, and the image energy is $-0.5$ meV at 0.5 nm and $-0.06$ meV at 1 nm, far below $k_BT=62$ meV. Even a free surface gives only $-5$ meV at 0.5 nm.

For the occupancy, let fractions $x$ of bulk sites and $y$ of boundary sites hold a solute, at most one per site, with $W$ independent of occupancy. Moving one atom to the boundary changes the logarithm of the number of arrangements by $\ln[(1-y)/y]-\ln[(1-x)/x]$. At equilibrium this plus $W/k_BT$ vanishes:

$$\frac{y}{1-y}=\frac{x}{1-x}\,e^{W/k_BT}.$$

At 723 K the enrichment factor is about 150; compliance alone would give 2.3. For $2\times10^{19}$ cm⁻³, $x=4.0\times10^{-4}$ and $y\approx0.06$, or about $4\times10^{13}$ cm⁻² on a (001) plane. An explicit sum over arrangements of 100 solutes on 200 boundary and 200,000 bulk sites gives 0.062 rather than 0.057. The difference arises because its remaining bulk fraction is $4.4\times10^{-4}$, not $4.0\times10^{-4}$.

## How far to trust the numbers

The open volume is assumed, not measured or calculated: each additional 1% of $V$ adds 0.026 eV to $W$. A real interface has several kinds of site, and chemical bonding there, absent here, can change even the sign. The choice of sphere also matters: using the covalent radius instead of the atomic volume lowers the bulk energy from 0.69 to 0.23 eV. A Keating bond model with silicon's elastic constants and the same radii gives almost the same misfit volume, 0.009 nm³, but only about 0.25 eV, because the misfit sits in four bonds and is spread over more than one atomic volume. For real antimony, 0.69 eV and the compliance term derived from it are therefore probably too large. A linear misfit of 16% strains linear elasticity; putting the full cubic volume change into the same quadratic formula raises $W$ to 0.38 eV. The solute was also given silicon's bulk modulus; a softer solute would store less energy and lower $W$ here. Silicon's softest and stiffest shear moduli put the bulk energy between 0.60 and 0.76 eV, and a 5% softening of all moduli lowers $W$ to 0.30 eV. An ionised donor is also attracted to its image charge in the metal. A continuum estimate at one bond length, 0.235 nm, gives 0.13 eV if screening by carriers is ignored, which is not small beside $W$.

Equilibrium is a further assumption. A level of $2\times10^{19}$ cm⁻³ lies well above the equilibrium solubility of antimony extrapolated to 723 K, so the isotherm describes a metastable solution and ignores clustering and precipitation. With rough data for antimony in undoped silicon, the diffusion length in 60 s at 723 K is about $7\times10^{-6}$ nm. Doping at the level used here can lengthen it several times, and $10^{20}$ cm⁻³ about tenfold, which still leaves it far below a bond length. Ordinary bulk diffusion therefore cannot bring the atoms to the contact; an advancing silicide front can meet them. Whether they then settle into the equilibrium distribution depends on atomic motion at the front, which $W$ does not describe. The numerical output lists the values used here.

## Numbers as computed

```
Si bulk, shear modulus: 98, 66 GPa; Poisson 0.225
silicide bulk, shear modulus (rough): 160, 50 GPa
tetrahedral radii Si, Sb (rough): 0.117, 0.136 nm
Si lattice parameter: 0.543 nm
linear misfit: 0.1624
site volume V: 0.02001 nm^3
sphere radius of V: 0.1684 nm
misfit volume dV: 0.00975 nm^3
open volume v (assumed 0.10 V): 0.00200 nm^3
M1 formula, finite elements: 46.366, 46.367 GPa
M_b lower bound: 42.761 GPa
M_b finite elements: 42.922 GPa
M_b upper bound: 43.224 GPa
bulk misfit energy: 0.687 eV = 66.3 kJ/mol
removed by compliance, bounds: 0.0466 to 0.0534 eV
removed by compliance, finite elements: 0.0510 eV
removed through open volume: 0.261 eV
total W, oversized atom: 0.312 eV = 30.1 kJ/mol
total W, equally undersized atom: -0.210 eV
G2 = 50 GPa: fraction removed 0.074 (bounds 0.068, 0.078)
G2 = 25 GPa: fraction removed 0.259 (bounds 0.192, 0.302)
G2 = 5 GPa: fraction removed 0.561 (bounds 0.312, 0.763)
image factor chi for the silicide: 0.0936
image energy at 0.5 nm: silicide -0.502, free surface -5.363 meV
image energy at 1.0 nm: silicide -0.063, free surface -0.670 meV
temperature, kT: 723 K, 0.0623 eV
Sb concentration, site fraction x: 2.0e+19 cm^-3, 4.00e-04
enrichment factor exp(W/kT): 150
same factor from compliance alone: 2.27
boundary occupancy y: 0.0567
canonical-sum check, occupancy: 0.0618
(001) plane sites, segregated Sb: 6.78e+14, 3.85e+13 cm^-2
neglected: W with full cubic misfit volume: 0.376 eV
neglected: bulk energy, softest/stiffest Si shear: 0.595, 0.757 eV
neglected: W if all moduli soften by 5 percent: 0.297 eV
neglected: bulk energy if sphere has covalent radius: 0.230 eV
neglected: donor image-charge energy at 0.235 nm: 0.131 eV
rough Sb diffusion: D0 0.2 cm^2/s, activation 3.65 eV
neglected: diffusion length in 60 s: 6.6e-06 nm
```
